# Corrugation of Close-Packed Metals in the s-Wave Theory of Tunnelling Microscopy: a numerical check

```python
# Result under test: for an s-wave tunnelling-microscope tip at height z above
# a hexagonal layer of s orbitals, the peak-to-valley corrugation is about
#   Delta = 9/(2 kappa) * exp(-gamma z),
#   gamma = 2*(sqrt(kappa^2 + G^2/4) - kappa).
# kappa: vacuum decay constant of the wave function (1/nm)
# G: shortest reciprocal vector (1/nm); z: tip centre to surface nuclei (nm)
# Sample orbitals have tails exp(-kappa r)/r. Lengths in nm, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import j0

spacing = 0.29        # nearest-neighbour distance, rough value for gold
barrier = 5.0         # local barrier height, rough value
height = 0.60         # main tip height
row_spacing = 0.80    # open surface used as contrast
bias = 0.10           # V
temperature = 300.0   # K
target = 0.010        # nm, rough scale of observed atomic corrugation


def decay_constant(phi):
    return np.sqrt(2 * const.m_e * phi * const.e) / const.hbar * 1e-9


def harmonic_decay(kap, g):
    return 2 * (np.sqrt(kap**2 + g**2 / 4) - kap)


def leading_corrugation(phi, z):
    kap = decay_constant(phi)
    return 9 / (2 * kap) * np.exp(-harmonic_decay(kap, G) * z)


kappa = decay_constant(barrier)
G = 4 * np.pi / (np.sqrt(3) * spacing)
gamma = harmonic_decay(kappa, G)
q_mid = np.sqrt(kappa**2 + G**2 / 4)
q_G = np.sqrt(kappa**2 + G**2)


def orbital(tip, rho2, z):
    """s tail, or the same tail acted on by the p_z or d_z2 tip operator."""
    r = np.sqrt(rho2 + z**2)
    x, c = kappa * r, z / r
    tail = np.exp(-x) / r
    if tip == "s":
        return tail
    if tip == "p":
        return tail * (1 + 1 / x) * c
    return tail * (1 + 3 / x + 3 / x**2) * (3 * c**2 - 1) / 2


def tip_factor(tip, q):
    """Amplitude factor for a vacuum wave decaying as exp(-q z)."""
    if tip == "s":
        return np.ones_like(q)
    if tip == "p":
        return q / kappa
    return (3 * q**2 / kappa**2 - 1) / 2


# Test: Bardeen surface integral on a plane below the tip, wave with k = G/2.
def bardeen(tip, depth=0.3, step=1e-5):
    def integrand(rho):
        chi = orbital(tip, rho**2, -depth)
        slope = (orbital(tip, rho**2, -depth + step)
                 - orbital(tip, rho**2, -depth - step)) / (2 * step)
        wave = j0(G * rho / 2) * np.exp(q_mid * depth)
        return 2 * np.pi * rho * wave * (q_mid * chi + slope)
    return quad(integrand, 0, 4, limit=400, epsabs=1e-9)[0] / (4 * np.pi)


for tip, sign in (("s", 1), ("p", -1), ("d", 1)):
    expected = sign * float(tip_factor(tip, np.float64(q_mid)))
    assert abs(bardeen(tip) / expected - 1) < 1e-4, tip


# Test: slowest decay among all pairs of waves that make harmonic G.
def pair_decay(k):
    return (np.sqrt(kappa**2 + k[0]**2 + k[1]**2)
            + np.sqrt(kappa**2 + (k[0] - G)**2 + k[1]**2))


slowest = minimize(pair_decay, [3.0, 7.0])
assert abs(slowest.fun - 2 * kappa - gamma) < 1e-6
assert np.allclose(slowest.x, [G / 2, 0], atol=1e-2)

# Density harmonics from a sum over all pairs of waves (uniform zone weight).
k_axis = np.arange(-60, 60.01, 0.25)
kx, ky = np.meshgrid(k_axis, k_axis, indexing="ij")


def pair_sum(tip, g, z):
    """Harmonic g of the current with exp(-2 z sqrt(kappa^2+g^2/4)) removed."""
    q1 = np.sqrt(kappa**2 + (kx + g / 2)**2 + ky**2)
    q2 = np.sqrt(kappa**2 + (kx - g / 2)**2 + ky**2)
    lowest = 2 * np.sqrt(kappa**2 + g**2 / 4)
    weight = tip_factor(tip, q1) * tip_factor(tip, q2) / (q1 * q2)
    return np.sum(weight * np.exp(-(q1 + q2 - lowest) * z)) * 0.25**2


def prefactor(tip, z):
    return pair_sum(tip, G, z) / pair_sum(tip, 0.0, z)


def line_transform(g, z):
    """Transform of exp(-2 kappa r)/r^2, same exponential removed."""
    start = np.sqrt(4 * kappa**2 + g**2)
    value = quad(lambda u: np.exp(-u)
                 / np.sqrt((start + u / z)**2 - g**2), 0, np.inf)[0]
    return 2 * np.pi * value / z


for g in (0.0, G):
    assert abs(pair_sum("s", g, height) / line_transform(g, height) - 1) < 1e-6
far = 60.0
assert abs(prefactor("s", far) - 1) < 0.01
gain = {t: float(tip_factor(t, np.float64(q_mid)))**2 for t in "pd"}
for tip in "pd":
    assert abs(prefactor(tip, far) / prefactor("s", far) / gain[tip] - 1) < 0.02

# Constant-current contours from direct sums over atoms.
n1, n2 = [m.ravel() for m in np.meshgrid(np.arange(-14, 15),
                                         np.arange(-14, 15), indexing="ij")]
hexagonal = (spacing * (n1 + n2 / 2), spacing * np.sqrt(3) / 2 * n2)
rows = (row_spacing * n1, spacing * n2)
atom = (0.0, 0.0)
hollow = (spacing / 2, spacing / (2 * np.sqrt(3)))
trough = (row_spacing / 2, 0.0)


def amplitudes(tip, sites, point, z):
    rho2 = (sites[0] - point[0])**2 + (sites[1] - point[1])**2
    return orbital(tip, rho2, z)


def corrugation(sites, low_point, z, tip="s", coherent=False):
    def current(point, h):
        amp = amplitudes(tip, sites, point, h)
        return np.sum(amp)**2 if coherent else np.sum(amp**2)
    level = current(atom, z)
    bottom = brentq(lambda h: np.log(current(low_point, h) / level), z / 2, z)
    return z - bottom


def linear_contour(tip, z, step=1e-4):
    mean_slope = 2 * kappa - np.log(pair_sum(tip, 0.0, z + step)
                                    / pair_sum(tip, 0.0, z - step)) / (2 * step)
    return 9 * np.exp(-gamma * z) * prefactor(tip, z) / mean_slope


full = {t: corrugation(hexagonal, hollow, height, t) for t in "spd"}
# Tolerance: the contour equation is linearized in the harmonic amplitude.
for tip, tolerance in (("s", 0.02), ("p", 0.03), ("d", 0.04)):
    assert abs(full[tip] / linear_contour(tip, height) - 1) < tolerance, tip

heights = (0.5, 0.6, 0.7, 0.8)
table = [(z, leading_corrugation(barrier, z), corrugation(hexagonal, hollow, z))
         for z in heights]
# Tolerance: the leading formula drops terms of relative order 1/(kappa z).
for z, lead, summed in table:
    assert abs(lead / summed - 1) < 1.5 / (kappa * z)
    assert summed < 0.002

# Zone-centre state alone: coherent sum against its own decay law.
centre_formula = 9 / q_G * np.exp(-(q_G - kappa) * height)
centre_sum = corrugation(hexagonal, hollow, height, coherent=True)
assert abs(centre_sum / centre_formula - 1) < 0.02
assert centre_sum < full["s"]


# Zone-boundary state alone: relative harmonic must not decay with height.
def boundary_harmonic(z, points=12):
    density, wave = [], []
    for u in np.arange(points) / points:
        for v in np.arange(points) / points:
            place = (spacing * (u + v / 2), spacing * np.sqrt(3) / 2 * v)
            amp = amplitudes("s", hexagonal, place, z)
            density.append(np.sum((-1.0)**n1 * amp)**2)
            wave.append(np.cos(2 * np.pi * u))
    return np.dot(density, wave) / np.sum(density)


boundary = [boundary_harmonic(z) for z in (0.6, 0.8)]
assert all(abs(b - 0.5) < 0.01 for b in boundary)

# Open rows as contrast, and the height at which an s tip reaches the target.
row_G = 2 * np.pi / row_spacing
row_gamma = harmonic_decay(kappa, row_G)
row_lead = 2 / kappa * np.exp(-row_gamma * height)
row_full = corrugation(rows, trough, height)
assert row_full > 50 * full["s"]
target_height = brentq(
    lambda z: corrugation(hexagonal, hollow, z) - target, 0.22, 0.6)

# Neglected effects: image lowering at mid-gap, bias, thermal energy.
layer = spacing * np.sqrt(2 / 3)
gap = height - layer
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
n = np.arange(1, 200001)
image_sum = 0.5 + 0.5 * np.sum(n / (n**2 - 0.25) - 1 / n)
assert abs(image_sum - np.log(2)) < 1e-8
lowering = coulomb * np.log(2) / gap
image_barrier = barrier - lowering
assert image_barrier > 0
image_corrugation = leading_corrugation(image_barrier, height)
thermal = const.k * temperature / const.e
lead_main = leading_corrugation(barrier, height)
bias_change = leading_corrugation(barrier - bias, height) / lead_main - 1
thermal_change = leading_corrugation(barrier - thermal, height) / lead_main - 1

print(f"nearest-neighbour distance a = {spacing:.2f} nm")
print(f"barrier height = {barrier:.1f} eV")
print(f"main tip height z = {height:.2f} nm")
print(f"kappa = {kappa:.2f} 1/nm")
print(f"G = {G:.2f} 1/nm")
print(f"sqrt(kappa^2 + G^2/4) = {q_mid:.2f} 1/nm")
print(f"gamma = {gamma:.2f} 1/nm")
print(f"kappa*z at main height = {kappa * height:.2f}")
print(f"gamma*z at main height = {gamma * height:.2f}")
print(f"exp(-gamma z) at main height = {np.exp(-gamma * height):.3e}")
print(f"9/(2 kappa) = {9e3 / (2 * kappa):.1f} pm")
print(f"harmonic prefactor at main height = {prefactor('s', height):.3f}")
for z, lead, summed in table:
    print(f"z = {z:.1f} nm: leading formula {lead * 1e3:.3f} pm, "
          f"lattice sum {summed * 1e3:.3f} pm")
print(f"main result, leading formula = {lead_main * 1e3:.3f} pm"
      f" = {lead_main * 10:.5f} angstrom")
print(f"chosen target corrugation = {target * 1e3:.0f} pm")
print(f"height where s tip gives target = {target_height:.3f} nm")
print(f"row spacing = {row_spacing:.2f} nm")
print(f"row G = {row_G:.2f} 1/nm")
print(f"row gamma = {row_gamma:.2f} 1/nm")
print(f"row corrugation, one-harmonic formula = {row_lead * 1e3:.1f} pm")
print(f"row corrugation, lattice sum = {row_full * 1e3:.1f} pm")
print(f"row / close-packed, lattice sums = {row_full / full['s']:.0f}")
print(f"p_z tip: large-z gain = {gain['p']:.2f}")
print(f"p_z tip: lattice-sum corrugation = {full['p'] * 1e3:.2f} pm")
print(f"d_z2 tip: large-z gain = {gain['d']:.2f}")
print(f"d_z2 tip: lattice-sum corrugation = {full['d'] * 1e3:.2f} pm")
print(f"zone-centre only: q_G = {q_G:.2f} 1/nm")
print(f"zone-centre only: relative decay = {q_G - kappa:.2f} 1/nm")
print(f"zone-centre only: formula = {centre_formula * 1e3:.4f} pm")
print(f"zone-centre only: lattice sum = {centre_sum * 1e3:.4f} pm")
print(f"zone-boundary only: relative harmonic at 0.6 nm = {boundary[0]:.3f}")
print(f"zone-boundary only: relative harmonic at 0.8 nm = {boundary[1]:.3f}")
print(f"layer spacing = {layer:.3f} nm")
print(f"gap between image planes = {gap:.3f} nm")
print(f"image lowering at mid-gap = {lowering:.2f} eV")
print(f"barrier with image lowering = {image_barrier:.2f} eV")
print(f"corrugation with lowered barrier = {image_corrugation * 1e3:.3f} pm")
print(f"bias = {bias:.2f} V")
print(f"corrugation change, barrier lower by e*bias = {100 * bias_change:.1f} %")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy = {thermal:.4f} eV")
print(f"corrugation change, barrier lower by kT = {100 * thermal_change:.1f} %")
print("all tests passed")
```

Printed output:

```
nearest-neighbour distance a = 0.29 nm
barrier height = 5.0 eV
main tip height z = 0.60 nm
kappa = 11.46 1/nm
G = 25.02 1/nm
sqrt(kappa^2 + G^2/4) = 16.96 1/nm
gamma = 11.01 1/nm
kappa*z at main height = 6.87
gamma*z at main height = 6.61
exp(-gamma z) at main height = 1.350e-03
9/(2 kappa) = 392.8 pm
harmonic prefactor at main height = 0.976
z = 0.5 nm: leading formula 1.595 pm, lattice sum 1.434 pm
z = 0.6 nm: leading formula 0.530 pm, lattice sum 0.484 pm
z = 0.7 nm: leading formula 0.176 pm, lattice sum 0.163 pm
z = 0.8 nm: leading formula 0.059 pm, lattice sum 0.055 pm
main result, leading formula = 0.530 pm = 0.00530 angstrom
chosen target corrugation = 10 pm
height where s tip gives target = 0.320 nm
row spacing = 0.80 nm
row G = 7.85 1/nm
row gamma = 1.31 1/nm
row corrugation, one-harmonic formula = 79.6 pm
row corrugation, lattice sum = 116.8 pm
row / close-packed, lattice sums = 241
p_z tip: large-z gain = 2.19
p_z tip: lattice-sum corrugation = 0.97 pm
d_z2 tip: large-z gain = 7.78
d_z2 tip: lattice-sum corrugation = 2.62 pm
zone-centre only: q_G = 27.52 1/nm
zone-centre only: relative decay = 16.06 1/nm
zone-centre only: formula = 0.0214 pm
zone-centre only: lattice sum = 0.0214 pm
zone-boundary only: relative harmonic at 0.6 nm = 0.500
zone-boundary only: relative harmonic at 0.8 nm = 0.500
layer spacing = 0.237 nm
gap between image planes = 0.363 nm
image lowering at mid-gap = 2.75 eV
barrier with image lowering = 2.25 eV
corrugation with lowered barrier = 0.132 pm
bias = 0.10 V
corrugation change, barrier lower by e*bias = -3.4 %
temperature = 300 K
thermal energy = 0.0259 eV
corrugation change, barrier lower by kT = -0.9 %
all tests passed
```
